# What Zone-Centre Symmetry Forbids for Optical Phonons in Silicon's Valleys

Displace the two sublattices A and B of a diamond crystal against each other by $\mathbf u=\mathbf u_B-\mathbf u_A$, each atom moving by $\pm\mathbf u/2$. This is an optical phonon at zero wavevector, held still. Let $E(\mathbf k;\mathbf u)$ be the energy of a nondegenerate band of the displaced crystal, with spin neglected, and take $\mathbf k=(0,0,k)$. Two operations fix how $E$ may depend on $\mathbf u$.

The first is the half-turn about a $z$ axis through an atom. The four bonds of an A atom point along $(1,1,1)$, $(-1,-1,1)$, $(1,-1,-1)$ and $(-1,1,-1)$. The half-turn permutes them, so it maps each sublattice onto itself. It leaves $\mathbf k$ alone and reverses $u_x$ and $u_y$:

$$E(\mathbf k;u_x,u_y,u_z)=E(\mathbf k;-u_x,-u_y,u_z).$$

The second is the fourfold rotation-reflection $(x,y,z)\to(y,-x,-z)$, which also permutes the four bonds. It turns $\mathbf k$ into $-\mathbf k$ and $u_z$ into $-u_z$. The potential is real, so time reversal gives $E(-\mathbf k;\mathbf u)=E(\mathbf k;\mathbf u)$. Together,

$$E(\mathbf k;0,0,u_z)=E(\mathbf k;0,0,-u_z).$$

The energy is thus even in each component of $\mathbf u$ taken alone, and

$$\left.\frac{\partial E}{\partial u_x}\right|_0=\left.\frac{\partial E}{\partial u_y}\right|_0=\left.\frac{\partial E}{\partial u_z}\right|_0=0$$

at every point of the $[001]$ axis where the band is nondegenerate. Silicon's conduction minima, the Delta valleys, lie on this axis and its equivalents.

## From an energy to a scattering element

For a normalized eigenstate, differentiating $E=\langle\psi|H|\psi\rangle$ gives

$$\frac{\partial E}{\partial u_j}=\Big\langle\psi\Big|\frac{\partial V}{\partial u_j}\Big|\psi\Big\rangle+E\,\frac{\partial}{\partial u_j}\langle\psi|\psi\rangle=\Big\langle\psi\Big|\frac{\partial V}{\partial u_j}\Big|\psi\Big\rangle,$$

because the norm is constant. The right side is the one-phonon matrix element per unit displacement, in the limit where the phonon wavevector vanishes and the electron stays at $\mathbf k$. Measure electron wavevectors from the valley minimum, $\boldsymbol\kappa$ before the collision and $\boldsymbol\kappa'$ after it. For short-range potentials the element then has no zeroth-order term in $\boldsymbol\kappa$ and $\boldsymbol\kappa'$.

From here it is a short step to the belief that optical phonons do not scatter electrons in silicon. The belief has a true core, and it tempts because the zero is strict: it depends on no parameter and holds for all three polarizations. But the zero concerns one term of one kind of matrix element. The belief extends it to nonzero $\boldsymbol\kappa$, to other final states and to phonons away from the zone centre.

## Why an L valley is different

At $\mathbf k=(2\pi/a)(\tfrac12,\tfrac12,\tfrac12)$, with $a$ the cubic lattice constant, the threefold rotation about $[111]$ permutes $u_x,u_y,u_z$ cyclically and keeps $\mathbf k$. It forces the three derivatives to be equal, not to vanish. The mirror that exchanges $x$ and $y$ agrees with this. Inversion about a bond centre reverses the displacement vectors but also exchanges the sublattices, so $\mathbf u\to-(-\mathbf u)=\mathbf u$, and it adds no condition. These operations generate all those that keep the L point. One constant therefore survives:

$$\delta E=D_L\,\mathbf u\cdot\mathbf n,\qquad \mathbf n=\frac{(1,1,1)}{\sqrt3}.$$

The bonds show the difference. A displacement along $[001]$ lengthens two bonds of each atom and shortens two, and the rotation-reflection exchanges the pairs. A displacement along $[111]$ singles out one bond, the one that lies along the axis of the L valley.

For the other L valleys, use $n_yn_z=n_zn_x=n_xn_y=1/3$ to write the shift as

$$\delta E=\sqrt3\,D_L\,(u_xn_yn_z+u_yn_zn_x+u_zn_xn_y).$$

A half-turn about a cube axis changes the signs of two components of $\mathbf n$ and the same two of $\mathbf u$. Each of the three products is unchanged, so the formula holds in all four valleys. Adding the squares for unit displacements along $x$, $y$ and $z$ gives $3D_L^2\,(3\times\tfrac19)=D_L^2$ in each.

Symmetry permits $D_L$ but does not give its size. For that I take a model diamond crystal with $a=0.54$ nm, a smooth local pseudopotential with round parameters and a fixed set of 137 plane waves. Each ion carries its potential rigidly. This is not a calculation of silicon, but its conduction minimum lies on the $[001]$ axis, at $k_0=0.851$ in units of $2\pi/a$. Finite differences of its band energies give $D_L=-14.1$ eV/nm. On the Delta axis the largest slope found is $4\times10^{-11}$ eV/nm, which is rounding error.

A displacement along $(1,2,-2)/3$ tests the valley pattern. In the $[1\,1\,\bar1]$ valley $n_yn_z=n_zn_x=-\tfrac13$ and $n_xn_y=\tfrac13$, so the slope should be

$$\frac{\sqrt3\,D_L}{3}\cdot\frac{-1-2-2}{3}=-\frac{5}{3\sqrt3}\,D_L=13.55\ \text{eV/nm}.$$

The displaced crystal gives the same value.

## What survives inside a Delta valley

Away from the minimum, the energy may contain terms $T_{ij}\kappa_iu_j$. Three operations that keep the valley restrict them.

- The half-turn about $z$ reverses $\kappa_x,\kappa_y,u_x,u_y$. It removes every product of a transverse component with a $z$ component.
- The glide reflection $x\to-x$ exchanges the sublattices. It takes $\boldsymbol\kappa$ to $(-\kappa_x,\kappa_y,\kappa_z)$ and $\mathbf u$ to $-(-u_x,u_y,u_z)=(u_x,-u_y,-u_z)$. It removes $\kappa_xu_x$, $\kappa_yu_y$ and $\kappa_zu_z$ and keeps $\kappa_xu_y$ and $\kappa_yu_x$.
- The mirror exchanging $x$ and $y$ makes the two remaining coefficients equal.

Hence

$$\delta E=\Xi_1(\kappa_xu_y+\kappa_yu_x).$$

The displacement moves the valley sideways. For $\mathbf u$ along $y$, minimizing $\hbar^2\kappa_x^2/2m_t+\Xi_1\kappa_xu_y$, where $m_t$ is the transverse mass, puts the minimum at $\kappa_x=-m_t\Xi_1u_y/\hbar^2$. This sideways shift lowers the energy by $m_t\Xi_1^2u_y^2/2\hbar^2$, which is of second order. It is not the whole second-order change, because the energy at fixed $\boldsymbol\kappa$ also contains terms in $u_y^2$. A linear change is excluded because the half-turn carries the minimum for $u_y$ into the minimum for $-u_y$, at the same energy. The model has $\Xi_1=4.36$ eV.

In a collision $\boldsymbol\kappa$ and $\boldsymbol\kappa'$ differ, and one must know which of them enters. Let atoms at $\mathbf R_s$ be displaced by $\pm\tfrac12\mathbf e\,e^{i\mathbf q\cdot\mathbf R_s}$, with $\mathbf e$ a real unit vector, $\mathbf q=\boldsymbol\kappa'-\boldsymbol\kappa$ and the origin at a bond centre. Call the resulting first-order potential $V_{\mathbf q}$ and its element $M(\boldsymbol\kappa',\boldsymbol\kappa)=\langle\boldsymbol\kappa'|V_{\mathbf q}|\boldsymbol\kappa\rangle$.

Inversion followed by complex conjugation keeps every Bloch wavevector, so the phases of the states can be chosen, smoothly in $\boldsymbol\kappa$, to make each state invariant. It also keeps $V_{\mathbf q}$: inversion exchanges the sublattices and reverses the displacements, which restores their signs, and conjugation undoes the change $\mathbf q\to-\mathbf q$. Since conjugation turns a matrix element into its complex conjugate, $M$ is real. With $V_{\mathbf q}^\dagger=V_{-\mathbf q}$ it follows that

$$M(\boldsymbol\kappa',\boldsymbol\kappa)=\langle\boldsymbol\kappa|V_{-\mathbf q}|\boldsymbol\kappa'\rangle^*=M(\boldsymbol\kappa,\boldsymbol\kappa').$$

The linear terms must therefore contain $\boldsymbol\kappa$ and $\boldsymbol\kappa'$ with equal weight. At $\boldsymbol\kappa'=\boldsymbol\kappa$ they must reproduce $\delta E$. To first order,

$$M=\Xi_1(\bar\kappa_xe_y+\bar\kappa_ye_x),\qquad \bar{\boldsymbol\kappa}=\tfrac12(\boldsymbol\kappa+\boldsymbol\kappa').$$

This expansion assumes a coupling that is smooth at small $\mathbf q$, as it is for the short-range potentials of the model. In a real nonpolar crystal such as silicon, the displaced atoms also carry electric quadrupoles. Their long-range field adds terms such as $q_xq_ye_z/q^2$, which depend on the direction of $\mathbf q$ but not on its size. These terms are absent for the frozen phonon at $\mathbf q=0$ and are not included here. They are not small. Published first-principles quadrupole moments of silicon, about 12 to 14 $e\cdot$bohr, give an order-of-magnitude estimate of 10 eV/nm for $\mathbf q$ off the cube axes when free carriers do not screen the field. That is roughly ten times the first-order term estimated below.

For $\boldsymbol\kappa'=-\boldsymbol\kappa$ the linear term cancels. If $\boldsymbol\kappa$ and $\mathbf e$ are both transverse, the whole element does. The half-turn relates $M(\boldsymbol\kappa',\boldsymbol\kappa)$ to $-M(-\boldsymbol\kappa',-\boldsymbol\kappa)$, the minus sign coming from $\mathbf e$, up to a phase factor. That factor is real, continuous and equal to one at $\boldsymbol\kappa'=\boldsymbol\kappa$, where state phases drop out, so it is one throughout the valley. Setting $\boldsymbol\kappa'=-\boldsymbol\kappa$ and using the exchange symmetry gives $M=-M=0$. Computed between Bloch states of the model, this element is $2\times10^{-14}$ eV/nm.

A real optical mode at small $\mathbf q$ also contains some in-phase motion, of order $q$. For a rigid displacement $\mathbf w$ of all atoms the potential changes by $-\mathbf w\cdot\nabla V$, and $[\mathbf p,H]=-i\hbar\nabla V$ has zero expectation value in an eigenstate of $H$. The in-phase part thus brings a second factor that vanishes with $q$ and $\kappa$, and it does not alter the first-order result.

## How small the surviving term is

Let an electron at the bottom of the valley absorb a phonon of 60 meV, a chosen round value, and leave along $x$. With the model's $m_t=0.185\,m_e$,

$$\kappa'=\frac{\sqrt{2m_t\hbar\omega}}{\hbar}=0.540\ \text{nm}^{-1}.$$

Since $\boldsymbol\kappa=0$, the mean wavevector is half of this, and for $\mathbf e$ along $y$

$$|M|=\frac{\Xi_1\kappa'}{2}=\frac{4.357\times0.5395}{2}\ \text{eV/nm}=1.18\ \text{eV/nm}.$$

The element evaluated directly between the two Bloch states is 1.15 eV/nm. The linear law is about 2% above it, relative to the direct value. Compared with an L valley of the same crystal,

$$\left(\frac{1.175}{14.09}\right)^2=0.0070.$$

Both squares are already sums over the three polarizations, because $\mathbf e$ along $x$ or $z$ adds nothing for this final state.

To first order, no direction is more favourable than this one. The sum over polarizations is then $\Xi_1^2(\bar\kappa_x^2+\bar\kappa_y^2)$, so an electron leaving along $z$ has no first-order coupling. To average over final states in a parabolic valley, divide each $\kappa'_i$ by the square root of its mass. The surface of constant energy becomes a uniformly populated sphere, on which two of three equivalent squares contribute. The first-order average is $\tfrac23\times0.00696=0.0046$. These are ratios of squared matrix elements; a ratio of rates would also need the densities of final states. The first-order part of the squared element grows as $\bar\kappa_x^2+\bar\kappa_y^2$, so neglecting it is safest for slow electrons. Symmetry also permits a second-order term in $\kappa_x\kappa_yu_z$, fed by the strong coupling to the next band described below. In the model this term is the larger one at 60 meV. For an electron leaving along a diagonal of the $xy$ plane, the element for $\mathbf e$ along $z$ is 2.40 eV/nm, against 1.05 eV/nm for the two transverse polarizations together. Averaged over final states, the full squared element is 0.014 of $D_L^2$, three times the first-order value. The ratios above are therefore not estimates of the whole intravalley coupling.

## Where optical phonons do act

The zero at the minimum belongs to a diagonal element, not to the operator. In the model, $u_z$ couples the lowest conduction band at $k_0$ to the next band, 0.56 eV higher, with an element of 27.8 eV/nm. If two such bands, separated by $\Delta$ and coupled by $m$, are treated alone, their energies relative to the midpoint are

$$E_\pm=\pm\sqrt{(\Delta/2)^2+m^2u_z^2}.$$

For $|mu_z|\ll\Delta$ the shift is quadratic in $u_z$. For $\Delta\to0$ it becomes $\pm|mu_z|$: still even, but with no derivative at zero. This is why the band had to be nondegenerate.

The stronger case against the belief is the transfer from the valley at $-k_0$ to its partner at $+k_0$. The wavevector change, $2k_0=1.702$ in units of $2\pi/a$, lies outside the first zone. Subtracting the reciprocal lattice vector $(0,0,2)$ leaves a phonon with $|q|=0.298$, which is not at the zone centre, so the theorem for $q\to0$ is silent about it.

Another rule selects the mode. Atomic planes normal to $z$ are spaced by $a/4$, and a screw operation, a quarter-turn with a shift $a/4$, carries each onto the next. It leaves displacements along $z$ unchanged, so longitudinal modes are those of a chain of equivalent planes, with displacements $e^{iQz}$. For the phonon needed here, $Q=2k_0-4\pi/a$ (with $k_0$ now a full wavevector) is the acoustic mode LA. The choice $Q=2k_0$ adds a factor $e^{i\pi}=-1$ from plane to plane and is the optical mode LO.

Four screws make a translation by $a$, so a nondegenerate state at $k$ has the screw eigenvalue $\eta e^{-ika/4}$ with $\eta^4=1$. The glide $x\to-x$ reverses the sense of the turn and takes $\eta$ to $\eta^*$ at the same $k$, so nondegeneracy requires $\eta=\pm1$. Time reversal gives the state at $-k$ the value $\eta^*=\eta$. The phonon potential acquires $e^{-iQa/4}$. Applying the screw to both states and to the potential cannot change the matrix element, so

$$M=e^{ik_0a/4}\,e^{ik_0a/4}\,e^{-iQa/4}M=e^{i(2k_0-Q)a/4}M.$$

For LO the factor is $1$ and $M$ is allowed. For LA it is $e^{i\pi}=-1$ and $M=0$. In the model the LO element is 25.9 eV/nm and the LA element is zero to rounding error. The square of the LO element is $(25.9/1.175)^2\approx490$ times that of the first-order process inside the valley. Between the two minima, symmetry admits the longitudinal optical phonon and excludes the longitudinal acoustic one; for states off the axis the exclusion is no longer strict.

The theorem itself holds as long as its two operations do. Strain along $[001]$ preserves both the half-turn and the rotation-reflection, and the zero remains. A shear that makes the $x$ and $y$ axes oblique keeps the half-turn but destroys the rotation-reflection, and a linear coupling to $u_z$ is then no longer forbidden. In unstrained silicon, the statement that stands is that the short-range potential gives zone-centre optical phonons no zeroth-order coupling within a Delta valley. The long-range quadrupole field at small nonzero $\mathbf q$ lies outside it. The numerical output below lists the model values. They belong to the set of 137 plane waves and shift by up to 3% in a larger set. With 411 plane waves, $k_0=0.852$, $\Xi_1=4.31$ eV, the next band lies 0.55 eV higher, the direct first-order element is 1.14 eV/nm and the LO element 26.0 eV/nm, and the ratios 0.0070 and 490 become 0.0068 and 500. The symmetry zeros do not depend on the size of the set.

## Computed results

```
lattice constant a = 0.54 nm
zone unit 2 pi/a = 11.636 1/nm
potential: strength 0.7 eV, node 7.2, edge 10.6
form factor at (G/b)^2 = 3: -2.939 eV
form factor at (G/b)^2 = 4: -2.237 eV
form factor at (G/b)^2 = 8: 0.521 eV
form factor at (G/b)^2 = 11: 1.067 eV
number of plane waves = 137
Delta minimum k0 = 0.8509 (2 pi/a)
indirect gap = 0.846 eV
L minus Delta energy = 0.974 eV
transverse mass m_t = 0.1848 m_e
invariants in u: Delta 0, L 1
invariants in kappa*u at Delta: 1
largest |dE/du| on Delta axis = 3.8e-11 eV/nm
D_L, u along [111] = -14.085 eV/nm
|dE/du| at L, u perpendicular = 3.7e-11 eV/nm
test direction u = (1,2,-2)/3, slopes in the L valleys:
  valley [1 1 1]: computed -2.711, formula -2.711 eV/nm
  valley [-1  1  1]: computed -2.711, formula -2.711 eV/nm
  valley [ 1 -1  1]: computed -8.132, formula -8.132 eV/nm
  valley [ 1  1 -1]: computed 13.553, formula 13.553 eV/nm
Xi_1 = 4.3567 eV
|M| for kappa -> -kappa = 2.4e-14 eV/nm
largest rigid-displacement element = 8.5e-15 eV/nm
interband element for u_z = 27.754 eV/nm
energy to next band at k0 = 0.555 eV
g-process reduced |q| = 0.2983 (2 pi/a)
g-process LO element = 25.934 eV/nm
g-process LA element = 7.9e-14 eV/nm
phonon energy = 60 meV
final kappa' after absorption = 0.5395 1/nm
first-order Delta element, formula = 1.1751 eV/nm
first-order Delta element, direct = 1.1531 eV/nm
squared coupling, Delta over L = 6.960e-03
```
